\section*{The silicon dangling bond is amphoteric: charge states, levels and statistics}

\section{The result}

An atom of a tetrahedrally bonded elemental semiconductor that lacks one of its four bonds has a dangling bond: one orbital that can hold $n=0$, $1$ or $2$ electrons. The charge of the defect, in units of $+e$, is
\begin{equation}
q=1-n .
\label{eq:charge}
\end{equation}
It is positive when the orbital is empty, neutral when it is singly occupied and negative when it is doubly occupied. The same defect therefore has two transition levels: a donor level $E(+/0)$, where the positive and neutral states exchange stability, and an acceptor level $E(0/-)$, where the neutral and negative states do. ``Donor'' and ``acceptor'' name the two transitions, and a defect that has both is called amphoteric.

Two conditions belong to this statement. The Fermi level must be able to cross both transitions within the band gap if each of the three charge states is to be the stable one in turn. And at zero temperature the neutral state is stable over a range of Fermi levels only if
\begin{equation}
U=E(0/-)-E(+/0)>0 .
\label{eq:U}
\end{equation}

\section{A counter-example to the single label}

Suppose that a dangling bond were simply a donor. It would have two charge states, positive and neutral, and could never be negative. If it were simply an acceptor, it could never be positive. One defect that takes both signs refutes both labels.

Let $\mu$ be the Fermi level and $Q$ a coordinate that describes the relaxation of the atom, with $Q=0$ in the neutral state. The energy with $n$ electrons is modelled by
\begin{equation}
E_n(Q)=n\varepsilon_0+U_0\delta_{n,2}+\tfrac12KQ^2-F(n-1)Q .
\label{eq:surface}
\end{equation}
Here $\varepsilon_0$ is the orbital energy, $U_0$ the screened repulsion of two electrons at fixed geometry, $K$ a stiffness and $F$ the force that appears when the defect is charged. Electron energies are measured from the valence band edge. The parameters are round model values, not data for a particular defect: $\varepsilon_0=0.25$ eV, $U_0=0.60$ eV, $K=10$ eV/\AA$^2$, $F=1$ eV/\AA, and a gap of $1.10$ eV.

The minimum over $Q$ satisfies $KQ-F(n-1)=0$, so that
\begin{equation}
Q_n=(n-1)\frac FK .
\label{eq:Qn}
\end{equation}
The atom sits at $-0.10$, $0$ and $+0.10$ \AA\ for $n=0,1,2$. Inserting $Q_n$ into the last two terms of (\ref{eq:surface}) gives
\begin{equation}
\frac{F^2(n-1)^2}{2K}-\frac{F^2(n-1)^2}{K}=-\lambda(n-1)^2,
\qquad \lambda=\frac{F^2}{2K}.
\label{eq:lambda}
\end{equation}
Here $\lambda=1/20=0.05$ eV. The relaxed energies are
\begin{align}
E_0&=-0.05\ \text{eV},\nonumber\\
E_1&=0.25\ \text{eV},\nonumber\\
E_2&=2(0.25)+0.60-0.05=1.05\ \text{eV}.
\end{align}

Electrons come from a reservoir at energy $\mu$ each, so the stable state at zero temperature is the one with the lowest $E_n-n\mu$. At three Fermi levels these quantities are, in eV,
\begin{center}
\begin{tabular}{ccccc}
$\mu$ & $n=0$ & $n=1$ & $n=2$ & stable charge\\
0.10 & $-0.05$ & $0.15$ & $0.85$ & $+1$\\
0.55 & $-0.05$ & $-0.30$ & $-0.05$ & $0$\\
1.00 & $-0.05$ & $-0.75$ & $-0.95$ & $-1$
\end{tabular}
\end{center}
The negative state at $\mu=1.00$ eV excludes a pure donor, and the positive state at $\mu=0.10$ eV excludes a pure acceptor. Nothing about the defect has changed between the rows except its electron number and the relaxation that follows from it.

The changes of stability lie at $E_1-E_0=0.30$ eV and $E_2-E_1=0.80$ eV. These are the donor and acceptor levels, and $U=0.50$ eV. The donor level is the lower of the two. For shallow dopants the order is the reverse: the donor level lies near the conduction band and the acceptor level near the valence band.

Temperature does not rescue the single label. At 300 K, $kT=0.02585$ eV. The neutral state has two spin orientations, so at $\mu=0.10$ eV
\begin{equation}
\frac{P_0}{P_+}=2\exp\left(-\frac{0.15+0.05}{0.02585}\right)\simeq8.7\times10^{-4},
\end{equation}
where $P_+$, $P_0$ and $P_-$ are the probabilities of the three charge states. The negative state is rarer still, and the mean charge is $+0.9991$. At $\mu=1.00$ eV the roles of the two charged states are interchanged and the mean charge is $-0.9991$. At $\mu=0.55$ eV each charged state has probability $3.2\times10^{-5}$, and the defect is neutral with probability $0.9999$.

\section{The general statement}

Consider isolated dangling bonds in equilibrium with an electron reservoir and without a magnetic field. Let each have one orbital and the energies (\ref{eq:surface}), with $K>0$ the same in all charge states, and treat $Q$ classically. Then the charge is $q=1-n$, and the levels are
\begin{equation}
E(+/0)=\varepsilon_0+\lambda,\qquad
E(0/-)=\varepsilon_0+U_0-\lambda .
\label{eq:levels}
\end{equation}
With
\begin{equation}
\mu_0=\varepsilon_0+\frac{U_0}{2},\qquad
m=\frac{\mu-\mu_0}{kT},\qquad s=e^{U/2kT},
\end{equation}
the mean charge and the probability of the neutral state are
\begin{equation}
\langle q\rangle=-\frac{\sinh m}{\cosh m+s},\qquad
P_0=\frac{s}{\cosh m+s}.
\label{eq:main}
\end{equation}

\section{Proof}

\subsection{Why one electron means neutral}

The count of charge can be made on a small bond model. The central atom has four hybrids: $h_0$, which dangles, and $h_1,h_2,h_3$, each of which points at a hybrid $g_i$ of a neighbour. All seven hybrids have the same energy, taken as zero in this subsection. Two hybrids on the central atom are coupled by $-V_1$, and $h_i$ is coupled to $g_i$ by $-V_2$, with $V_1,V_2>0$. The other bonds of the neighbours are left out as neutral units.

First take combinations $\sum_ic_ih_i$ and $\sum_ic_ig_i$ with $\sum_ic_i=0$. They do not couple to $h_0$. Within the central atom, $h_i$ receives $-V_1\sum_{j\ne i}c_j=+V_1c_i$. The energies $E$ therefore obey $E(E-V_1)=V_2^2$, or
\begin{equation}
E=\tfrac12\left(V_1\pm\sqrt{V_1^2+4V_2^2}\right).
\end{equation}
There are two independent choices of $c_i$, hence two levels below zero and two above.

Next take the symmetric combinations $h=(h_1+h_2+h_3)/\sqrt3$ and $g=(g_1+g_2+g_3)/\sqrt3$. In the basis $(h_0,h,g)$ the Hamiltonian is
\begin{equation}
\begin{pmatrix}
0&-\sqrt3V_1&0\\
-\sqrt3V_1&-2V_1&-V_2\\
0&-V_2&0
\end{pmatrix}.
\end{equation}
The vector $(V_2,0,-\sqrt3V_1)$ is annihilated: the first and third rows meet only the zero entry, and the second gives $-\sqrt3V_1V_2+\sqrt3V_1V_2=0$. So one level lies at the hybrid energy. Its weight on the dangling hybrid is
\begin{equation}
w=\frac{V_2^2}{V_2^2+3V_1^2}.
\end{equation}
For $E\neq0$ the outer rows give the amplitudes on $h_0$ and $g$ as $-\sqrt3V_1/E$ and $-V_2/E$ times that on $h$. The middle row then becomes
\begin{equation}
E^2+2V_1E-(3V_1^2+V_2^2)=0 .
\end{equation}
The product of its roots is negative, so one root lies below zero and one above.

In total there are three bonding levels, one nonbonding level and three antibonding levels. Each of the seven hybrids contributes one electron to the neutral cluster. With the Fermi level in the gap, six electrons fill the bonding levels and $n$ occupy the nonbonding one. The charge is $7-6-n=1-n$, which is (\ref{eq:charge}).

For $V_1=1$ eV and $V_2=4$ eV the bonding levels lie at $-5.47$ eV and, twice, at $-3.53$ eV. The antibonding levels lie at $3.47$ eV and, twice, at $4.53$ eV. The weight is $w=16/19=0.84$. The remaining $0.16$ is on the neighbours' hybrids, so $q$ is the charge of the defect region and not of a single atom. These numbers belong to the seven-hybrid cluster. In the full diamond network of the same hybrids the gap runs from $V_1-V_2$ to $V_2-3V_1$, so the hybrid energy lies inside it only if $V_2>3V_1$; for smaller $V_2$ it falls in the conduction band. For the values above the level stays close to zero, but it spreads to further shells and the weight on the dangling hybrid drops to about $0.81$. The cluster serves to count electrons, not to place the level in a real gap.

\subsection{The two levels}

By (\ref{eq:lambda}) the relaxed energies are
\begin{equation}
E_0=-\lambda,\qquad E_1=\varepsilon_0,\qquad
E_2=2\varepsilon_0+U_0-\lambda .
\end{equation}
A transition level is the Fermi level at which two neighbouring charge states have equal $E_n-n\mu$. Thus $E(+/0)=E_1-E_0$ and $E(0/-)=E_2-E_1$, which gives (\ref{eq:levels}). Their difference and their mean are
\begin{equation}
U=U_0-2\lambda=U_0-\frac{F^2}{K},\qquad
\frac{E(+/0)+E(0/-)}2=\mu_0 .
\label{eq:Ueff}
\end{equation}
Relaxation lowers both charged states and leaves the neutral one alone. It raises the donor level, lowers the acceptor level and so lowers the difference $E(0/-)-E(+/0)$ by $2\lambda$. In the example this turns $0.60$ eV into $0.50$ eV. The equal relaxation of the two charged states is a simplification of the model. A real threefold atom tends towards planar bonding when positive and becomes more pyramidal when negative, with different energies $\lambda_+$ and $\lambda_-$. Then $U=U_0-\lambda_+-\lambda_-$ and the mean of the levels moves to $\varepsilon_0+U_0/2+(\lambda_+-\lambda_-)/2$; for equal $K$, (\ref{eq:main}) holds with these values in place of $U$ and $\mu_0$.

\subsection{The occupation probabilities}

Completing the square in (\ref{eq:surface}) gives
\begin{equation}
\tfrac12KQ^2-F(n-1)Q=\tfrac12K(Q-Q_n)^2-\lambda(n-1)^2 .
\end{equation}
The integral of the Boltzmann factor over $Q$ therefore contains the factor $\sqrt{2\pi kT/K}$ for every $n$, and this factor cancels from all probabilities. For $K=10$ eV/\AA$^2$ and the mass of a silicon atom the vibrational quantum is about $0.04$ eV, larger than $kT$ at 300 K, so the motion is not classical. The result is unchanged all the same, because displaced oscillators of equal $K$ have the same spectrum and the quantum factor cancels too. If $K$ differs between charge states the factor does not cancel, and a change of $K$ by 30 per cent moves the levels by a few hundredths of an eV. What remains is $g_n\exp[-(E_n-n\mu)/kT]$ with spin degeneracies $g_0=1$, $g_1=2$, $g_2=1$.

Divide the three weights by the one for $n=0$. Since $E(+/0)=\mu_0-U/2$, the weight for $n=1$ is
\begin{equation}
2\exp\frac{\mu-E(+/0)}{kT}=2se^m .
\end{equation}
Since $E_2-E_0=2\mu_0$, the weight for $n=2$ is $e^{2m}$. The sum of the weights is
\begin{equation}
1+2se^m+e^{2m}=2e^m(\cosh m+s),
\end{equation}
and hence
\begin{equation}
P_\pm=\frac{e^{\mp m}}{2(\cosh m+s)},\qquad
P_0=\frac{s}{\cosh m+s}.
\label{eq:P}
\end{equation}
The mean charge $P_+-P_-$ is the first formula in (\ref{eq:main}), which completes the proof.

The derivative
\begin{equation}
\frac{d\langle q\rangle}{dm}
=-\frac{\cosh m(\cosh m+s)-\sinh^2m}{(\cosh m+s)^2}
=-\frac{1+s\cosh m}{(\cosh m+s)^2}
\end{equation}
is negative, so the mean charge falls steadily from $+1$ to $-1$ as the Fermi level rises, and it vanishes at $\mu_0$. There its slope is $-1/(1+s)$ per unit of $m$. For $U\gg kT$ this is exponentially small, and the charge has a flat plateau at zero between two steps. For $U=0$, where $s=1$, the plateau is gone:
\begin{equation}
\langle q\rangle=-\frac{\sinh m}{\cosh m+1}=-\tanh\frac m2 .
\end{equation}
This is $1-2f$ with $f=1/(1+e^{-m})$, the result for two electrons that occupy the orbital independently.

\section{Where the neutral state survives}

The neutral state is more probable than the positive one when $2s>e^{-m}$, and more probable than the negative one when $2s>e^m$. Taking logarithms, both hold for
\begin{equation}
E(+/0)-kT\ln2<\mu<E(0/-)+kT\ln2 .
\label{eq:window}
\end{equation}
The two spin orientations widen the window by $kT\ln2$ on each side. In the example it runs from $0.282$ to $0.818$ eV, a width of $0.536$ eV, compared with $U=0.50$ eV.

The width $U+2kT\ln2$ vanishes at $U=-2kT\ln2$, which is $-0.036$ eV at 300 K. For $U$ between this value and zero, spin entropy alone keeps the neutral state the most probable of the three near $\mu_0$, although $P_0=s/(1+s)$ at $\mu_0$ lies between $1/3$ and $1/2$, so that more than half of the defects are charged. At zero temperature that range shrinks to nothing and the condition becomes (\ref{eq:U}).

Stronger coupling to the lattice can make $U$ clearly negative. With $F=3$ eV/\AA\ and the other parameters unchanged, $\lambda=9/20=0.45$ eV. The levels become
\begin{align}
E(+/0)&=0.25+0.45=0.70\ \text{eV},\nonumber\\
E(0/-)&=0.25+0.60-0.45=0.40\ \text{eV},
\end{align}
so that $U=-0.30$ eV. At $\mu_0=0.55$ eV the probabilities are $P_+=P_-=0.4985$ and $P_0=0.0030$. The mean charge is zero, as before, but almost every defect is charged: half are positive and half negative. The defect is still amphoteric and (\ref{eq:charge}) still holds, but the singly occupied state is scarcely populated. A zero mean charge thus does not show that the individual defects are neutral.

The position of the levels in the gap matters as well. Suppose that $\varepsilon_0$ in the first example were higher by $0.40$ eV. The levels would be $0.70$ and $1.20$ eV, and the second would lie above the conduction band edge at $1.10$ eV. While the Fermi level stayed well inside the gap, the defect would show its positive and neutral states and would act as a donor. For $U>0$, amphoteric behaviour in equilibrium thus requires both levels to lie within a few $kT$ of the range that the Fermi level can reach.

\section{Why charge alone can mislead}

Replace each dangling bond by two separate defects, a donor with level $E(+/0)$ and an acceptor with level $E(0/-)$. Let the neutral state of each be a spin doublet. The donor has weights $1$ (positive) and $2se^m$ (neutral). The acceptor has weights $2$ (neutral) and $e^m/s$ (negative), because $E(0/-)=\mu_0+U/2$. The mean charge of the pair is
\begin{equation}
q_{\rm pair}=\frac{e^{-m}}{e^{-m}+2s}-\frac{e^m}{e^m+2s}.
\end{equation}
Write $D=e^m+e^{-m}+2s$, so that (\ref{eq:P}) gives $\langle q\rangle=(e^{-m}-e^m)/D$. For the positive parts,
\begin{equation}
\frac{e^{-m}}{e^{-m}+2s}-\frac{e^{-m}}D
=\frac{e^{-m}e^m}{(e^{-m}+2s)D}=\frac1{(e^{-m}+2s)D},
\end{equation}
and the negative parts follow by changing the sign of $m$. Therefore
\begin{equation}
q_{\rm pair}-\langle q\rangle=\frac1D\left(\frac1{e^{-m}+2s}-\frac1{e^m+2s}\right).
\end{equation}
Both terms in the bracket lie between $0$ and $1/2s$, and $D>2s$. Hence
\begin{equation}
|q_{\rm pair}-\langle q\rangle|<\frac1{4s^2}=\tfrac14e^{-U/kT}.
\end{equation}

For $U=0.50$ eV at 300 K the bound is $1.0\times10^{-9}$. The largest difference found on a grid of Fermi levels $0.01$ eV apart across the gap is $2.5\times10^{-10}$. For $U\gg kT$ a measurement of equilibrium charge against Fermi level cannot in practice tell the two pictures apart. For clearly negative $U$ the bound says nothing and the two curves differ strongly. For $U=2kT$, with the levels centred on the same $\mu_0$, the largest difference on that grid is $0.008$ and the bound is $0.034$.

The number of unpaired spins does tell them apart. A dangling bond has one unpaired electron when $n=1$ and none otherwise, so its mean number of unpaired spins is $P_0$. At $\mu_0$ this is $0.9999$ in the first example, whereas the separate pair has $1.9999$. Both pictures give a charge swing of two units between the ends of the gap. The dangling bond thus shows one spin in the neutral window for a swing of two charges, and the pair shows two. The absolute number of spins is needed, not only its change with the Fermi level. Near either end of the gap the pair still has about one spin and the dangling bond almost none, so between there and the neutral window the number changes by one in both pictures. The criterion also rests on the assumed spin doublets; a donor or acceptor whose neutral state has no spin would change the count.

\section{The sign of the voltage shift}

Let dangling bonds of areal density $N$ lie at the interface between a semiconductor and an insulator of thickness $d$ and relative permittivity $\kappa$, with a gate on the far side. Hold the surface potential of the semiconductor fixed. Its own charge, and the Fermi level relative to the band edges at the interface, are then fixed too. In atomic units Gauss's law says that the interface charge $\langle q\rangle N$ adds a field $4\pi\langle q\rangle N/\kappa$ in the insulator, directed towards the gate. The potential falls along the field, so the gate voltage needed for the same surface potential changes by
\begin{equation}
\Delta V=-\frac{4\pi\langle q\rangle Nd}{\kappa}.
\end{equation}

Take $N=10^{-4}$ \AA$^{-2}$ ($10^{12}$ cm$^{-2}$), $d=50$ \AA\ and $\kappa=4$. Then $Nd/\kappa=1.25\times10^{-3}$ \AA$^{-1}$. Multiplying by $4\pi$ and converting with the hartree and the bohr gives $-0.226$ V for $\langle q\rangle=+1$. With the mean charges of the first example the shift is $-0.226$ V at $\mu=0.10$ eV, zero at $0.55$ eV and $+0.226$ V at $1.00$ eV.

One set of defects with both levels in reach thus shifts the gate voltage in either direction, or not at all, according to the Fermi level at the interface. The numbers assume identical, isolated defects. At this density the unscreened Coulomb energy of two neighbouring charged defects is about $0.02$ eV, comparable to $kT$, and at a real interface the levels are spread in energy; both effects broaden the steps. If the dangling bonds are the only cause of the shift, its value at a single surface potential gives their net charge per unit area there. Charge inside the insulator or a change of the gate work function would also shift the voltage and must be separated first. Even then the shift does not give the number of dangling bonds: at $\mu_0$ the density $N$ could be doubled and the shift would still be zero.

All numerical values are calculated from the stated model.
